**Overdamped escape over a symmetric cusp**

The program tests the one-way rate \(k=(\omega^2/2\pi\gamma)\sqrt{\pi E/kT}\,e^{-E/kT}\) for two parabolic wells of frequency \(\omega\) that meet in a cusp of height \(E\), with friction rate \(\gamma\) and thermal energy \(kT\). It asserts that quadrature of the flux integrals, diagonalization of the diffusion operator and a root of the parabolic cylinder function agree within stated tolerances, and that the formula is approached with a relative correction \(-kT/(2E)\). It also asserts that the apparent activation energy of the cusp lies close to \(kT/2\) below \(E\) at \(E/kT=40\). For a rounded top of barrier frequency \(\omega_b\), it asserts agreement with the smooth-barrier formula at \(\omega_b=\omega\) and with the sharp-cusp rate at \(\omega_b=64\omega\). A phase-space calculation tests the friction condition \(\omega\sqrt{2E/kT}\ll\gamma\). At \(E/kT=8\) and \(\gamma=5\omega\), the output gives 0.73 of the overdamped rate for the cusp and 0.96 for a smooth top with \(\omega_b=\omega\). In the worked example at \(E/kT=10\), the cusp formula gives \(4.19\times10^6\ \mathrm{s^{-1}}\), quadrature gives \(3.95\times10^6\ \mathrm{s^{-1}}\), and the smooth formula with \(\omega_b=\omega\) gives \(7.47\times10^5\ \mathrm{s^{-1}}\).

## Numerical check

```python
"""
Overdamped escape over a symmetric cusp.

Potential V(x) = m w^2 (|x| - a)^2 / 2, barrier E = m w^2 a^2 / 2,
friction force -m gamma v, diffusion constant kT/(m gamma).
Result under test, for the one-way rate between the wells:
    k = w^2/(2 pi gamma) * sqrt(pi E/kT) * exp(-E/kT)
valid for E >> kT and gamma >> w sqrt(2E/kT).
Smooth top of frequency w_b:  k = w w_b/(2 pi gamma) * exp(-E/kT).

Reduced units in the functions: kT = m = w = 1, eps = E/kT, r = w_b/w.
Overdamped reduced rates are k*gamma/w^2.
"""
import numpy as np
import mpmath as mp
from scipy import constants, sparse
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.sparse.linalg import splu
from scipy.special import dawsn, erf

mp.mp.dps = 40


def cusp_formula(eps):
    return np.sqrt(np.pi * eps) * np.exp(-eps) / (2 * np.pi)


def smooth_formula(eps, r):
    return r * np.exp(-eps) / (2 * np.pi)


def make_potential(eps, r=None):
    """Return V(x) and the well position; r=None gives the sharp cusp.
    Otherwise an inverted parabola is joined with continuous slope."""
    if r is None:
        a = np.sqrt(2 * eps)
        return (lambda x: 0.5 * (np.abs(x) - a) ** 2), a
    a = np.sqrt(2 * eps * (1 + r**2)) / r
    joint = a / (1 + r**2)

    def potential(x):
        return np.where(np.abs(x) < joint, eps - 0.5 * r**2 * x**2,
                        0.5 * (np.abs(x) - a) ** 2)
    return potential, a


def smoluchowski_rate(eps, r=None, h=0.01):
    """Half the lowest nonzero decay rate of the diffusion operator."""
    potential, a = make_potential(eps, r)
    half = int((a + 6) / h)
    nodes = h * np.arange(-half, half + 1)
    v = potential(nodes)
    vmid = potential(nodes[:-1] + h / 2)
    diag = np.zeros(nodes.size)
    diag[:-1] += np.exp(v[:-1] - vmid) / h**2
    diag[1:] += np.exp(v[1:] - vmid) / h**2
    off = -np.exp(0.5 * (v[:-1] + v[1:]) - vmid) / h**2
    levels = eigh_tridiagonal(diag, off, eigvals_only=True,
                              select='i', select_range=(0, 1))
    assert abs(levels[0]) < 1e-3 * levels[1]   # equilibrium does not decay
    return levels[1] / 2


def cusp_exact(eps):
    """Half the smallest nu with D_nu(-sqrt(2 eps)) = 0."""
    eps = mp.mpf(eps)
    z = mp.sqrt(2 * eps)
    scale = mp.sqrt(eps / mp.pi) * mp.exp(-eps)
    root = mp.findroot(
        lambda t: mp.pcfd(t * scale, -z) * mp.exp(z * z / 4),
        (mp.mpf('0.9'), mp.mpf(1)))
    return float(root * scale / 2)


def kinetic_rate(eps, gamma, r=None, h=0.02, n_hermite=24):
    """k/w from the phase-space (Klein-Kramers) equation: Hermite functions
    in velocity, staggered grid in x > 0, slow mode odd under reflection."""
    potential, a = make_potential(eps, r)
    size = int((a + 6) / h)
    v = potential(h * np.arange(size + 1))
    vmid = potential(h * (np.arange(size) + 0.5))
    node_to_mid = sparse.diags(
        [np.exp((v[1:] - vmid) / 2) / h,
         -np.exp((v[1:-1] - vmid[1:]) / 2) / h], [0, -1])
    mid_to_node = sparse.diags(
        [-np.exp((vmid - v[1:]) / 2) / h,
         np.exp((vmid[1:] - v[1:-1]) / 2) / h], [0, 1])
    blocks = [[None] * n_hermite for _ in range(n_hermite)]
    for n in range(n_hermite):
        blocks[n][n] = n * gamma * sparse.identity(size)
        if n + 1 < n_hermite:
            gradient = node_to_mid if n % 2 == 0 else mid_to_node
            blocks[n + 1][n] = np.sqrt(n + 1) * gradient
            blocks[n][n + 1] = -np.sqrt(n + 1) * gradient.T
    solver = splu(sparse.bmat(blocks, format='csc'))
    state = np.zeros(size * n_hermite)
    state[:size] = np.exp(-v[1:] / 2)
    state /= np.linalg.norm(state)
    decay = 0.0
    for _ in range(12):
        new = solver.solve(state)
        previous, decay = decay, 1 / (state @ new)
        state = new / np.linalg.norm(new)
    assert abs(decay / previous - 1) < 1e-6    # iteration has converged
    return decay / 2


# ---- worked example, Hartree atomic units --------------------------------
mass, omega, barrier, kT, gamma = 80000.0, 2.5e-4, 0.01, 0.001, 0.025
eps0 = barrier / kT
au_time = constants.physical_constants['atomic unit of time'][0]
au_kelvin = constants.physical_constants['hartree-kelvin relationship'][0]
a0 = np.sqrt(2 * barrier / (mass * omega**2))
force = mass * omega**2 * a0
well_formula = np.sqrt(2 * np.pi * kT / (mass * omega**2))
top_formula = 2 * kT / force


def v_au(x):
    return 0.5 * mass * omega**2 * (abs(x) - a0) ** 2


well_quad = quad(lambda x: np.exp(-v_au(x) / kT), -2 * a0, 0,
                 points=[-a0], epsabs=1e-12)[0]
top_quad = quad(lambda x: np.exp((v_au(x) - barrier) / kT), -a0, a0,
                points=[0], epsabs=1e-12)[0]
k_quad = kT / (mass * gamma) * np.exp(-eps0) / (well_quad * top_quad)
k_cusp = (omega**2 / (2 * np.pi * gamma) * np.sqrt(np.pi * eps0)
          * np.exp(-eps0))
k_smooth = omega**2 / (2 * np.pi * gamma) * np.exp(-eps0)
k_tst = omega / (2 * np.pi) * np.exp(-eps0)
k_exact = cusp_exact(eps0) * omega**2 / gamma
assert abs(well_quad / well_formula - 1) < 1e-4
assert abs(k_quad / k_cusp - (1 - 1 / (2 * eps0))) < 1 / eps0**2
assert abs(k_quad / k_exact - 1) < 1e-3   # differ by terms of order exp(-eps)

print("Worked example (Hartree atomic units)")
print(f"mass = {mass:.0f} m_e, omega = {omega:.2e} a.u.")
print(f"E = {barrier:.3f} hartree, kT = {kT:.4f} hartree")
print(f"temperature = {kT * au_kelvin:.1f} K, E/kT = {eps0:.1f}")
print(f"gamma = {gamma:.3f} a.u., gamma/omega = {gamma / omega:.0f}")
print(f"g = omega sqrt(2E/kT)/gamma = "
      f"{omega * np.sqrt(2 * eps0) / gamma:.4f}")
print(f"well position a = {a0:.3f} bohr")
print(f"slope at cusp F = {force:.4f} hartree/bohr")
print(f"well integral: formula {well_formula:.5f}, "
      f"quadrature {well_quad:.5f} bohr")
print(f"barrier integral / exp(E/kT): formula {top_formula:.5f}, "
      f"quadrature {top_quad:.5f} bohr")
print(f"exp(-E/kT) = {np.exp(-eps0):.4e}")
print(f"sqrt(pi E/kT) = {np.sqrt(np.pi * eps0):.4f}")
print(f"cusp rate, formula = {k_cusp:.4e} a.u. = {k_cusp / au_time:.3e} s^-1")
print(f"cusp rate, quadrature = {k_quad:.4e} a.u. "
      f"= {k_quad / au_time:.3e} s^-1")
print(f"cusp rate, exact slow mode = {k_exact:.4e} a.u.")
print(f"smooth rate, omega_b = omega: {k_smooth:.4e} a.u. "
      f"= {k_smooth / au_time:.3e} s^-1")
print(f"ratio cusp/smooth (formulas) = {k_cusp / k_smooth:.4f}")
print(f"transition-state rate = {k_tst:.4e} a.u.")
print(f"cusp formula / transition-state rate = {k_cusp / k_tst:.4f}")

# ---- approach to the cusp formula as the barrier grows -------------------
print("Exact overdamped cusp rate / formula, and 1 - kT/(2E)")
for eps in (5, 10, 20, 40):
    ratio = cusp_exact(eps) / cusp_formula(eps)
    print(f"E/kT = {eps:2d}: {ratio:.5f}, {1 - 1 / (2 * eps):.5f}")
    if eps >= 20:
        assert abs(ratio - 1 + 1 / (2 * eps)) < 1 / eps**2
for eps in (6, 8, 10):
    assert abs(smoluchowski_rate(eps) / cusp_exact(eps) - 1) < 2e-3
z0 = np.sqrt(eps0)
dawson_rate = cusp_formula(eps0) / (2 * z0 * dawsn(z0) * (1 + erf(z0)) / 2)
assert abs(dawson_rate / smoluchowski_rate(eps0) - 1) < 2e-3

# ---- apparent activation energy ------------------------------------------
log_slope = np.log(cusp_exact(40.5) / cusp_exact(39.5))
shift = 40 * (1 + log_slope)
assert abs(shift - 0.5) < 0.03   # next term is of order kT/E
print(f"(E - E_apparent)/kT for the cusp at E/kT = 40: {shift:.4f}")

# ---- from smooth top to cusp at fixed barrier height ---------------------
print("Rounded top, E/kT = 10; rates as k gamma/omega^2 in 1e-5")
print("omega_b/omega, cap depth/kT, exact, smooth formula, cusp formula")
crossing = np.sqrt(np.pi * eps0)
rounded = {}
for r in (1.0, 2.0, 4.0, crossing, 16.0, 64.0):
    rounded[r] = smoluchowski_rate(eps0, r)
    smooth, cusp = smooth_formula(eps0, r), cusp_formula(eps0)
    assert rounded[r] < min(smooth, cusp) * (1 + 1e-4)
    print(f"{r:7.3f} {eps0 / (1 + r**2):8.4f} {1e5 * rounded[r]:8.4f} "
          f"{1e5 * smooth:8.4f} {1e5 * cusp:8.4f}")
assert abs(rounded[1.0] / smooth_formula(eps0, 1.0) - 1) < 0.02
assert abs(rounded[64.0] / smoluchowski_rate(eps0) - 1) < 0.01

# ---- how much friction the overdamped formulas need ----------------------
print("Phase-space rate / overdamped rate, cusp, E/kT = 8")
eps1 = 8.0
over_cusp = smoluchowski_rate(eps1)
loss = []
for friction in (5.0, 10.0, 20.0, 40.0):
    rate = kinetic_rate(eps1, friction)
    ratio = rate * friction / over_cusp
    loss.append(1 - ratio)
    tst = np.exp(-eps1) / (2 * np.pi)
    assert rate < tst * 1.001
    print(f"gamma/omega = {friction:4.0f}, g = "
          f"{np.sqrt(2 * eps1) / friction:.2f}: {ratio:.4f}; "
          f"cusp formula/TST = {cusp_formula(eps1) / friction / tst:.3f}")
assert all(np.diff(loss) < 0)
assert loss[0] > 0.15 and 0 < loss[-1] < 0.03
smooth_ratio = kinetic_rate(eps1, 5.0, 1.0) * 5 / smoluchowski_rate(eps1, 1.0)
assert 0.02 < 1 - smooth_ratio < 0.06
print(f"same for smooth top, omega_b = omega, gamma/omega = 5: "
      f"{smooth_ratio:.4f}")
same_g = []
for eps in (5.0, 10.0):
    friction = np.sqrt(2 * eps) / 0.4
    same_g.append(kinetic_rate(eps, friction) * friction
                  / smoluchowski_rate(eps))
# equal g gives equal loss up to terms of relative order kT/E
assert abs(same_g[0] - same_g[1]) < 0.04
print(f"cusp at g = 0.40: E/kT = 5 gives {same_g[0]:.4f}, "
      f"E/kT = 10 gives {same_g[1]:.4f}")

print("finished without a failed check")
```

It prints:

```
Worked example (Hartree atomic units)
mass = 80000 m_e, omega = 2.50e-04 a.u.
E = 0.010 hartree, kT = 0.0010 hartree
temperature = 315.8 K, E/kT = 10.0
gamma = 0.025 a.u., gamma/omega = 100
g = omega sqrt(2E/kT)/gamma = 0.0447
well position a = 2.000 bohr
slope at cusp F = 0.0100 hartree/bohr
well integral: formula 1.12100, quadrature 1.12099 bohr
barrier integral / exp(E/kT): formula 0.20000, quadrature 0.21215 bohr
exp(-E/kT) = 4.5400e-05
sqrt(pi E/kT) = 5.6050
cusp rate, formula = 1.0125e-10 a.u. = 4.186e+06 s^-1
cusp rate, quadrature = 9.5451e-11 a.u. = 3.946e+06 s^-1
cusp rate, exact slow mode = 9.5476e-11 a.u.
smooth rate, omega_b = omega: 1.8064e-11 a.u. = 7.468e+05 s^-1
ratio cusp/smooth (formulas) = 5.6050
transition-state rate = 1.8064e-09 a.u.
cusp formula / transition-state rate = 0.0560
Exact overdamped cusp rate / formula, and 1 - kT/(2E)
E/kT =  5: 0.88164, 0.90000
E/kT = 10: 0.94298, 0.95000
E/kT = 20: 0.97355, 0.97500
E/kT = 40: 0.98717, 0.98750
(E - E_apparent)/kT for the cusp at E/kT = 40: 0.5134
Rounded top, E/kT = 10; rates as k gamma/omega^2 in 1e-5
omega_b/omega, cap depth/kT, exact, smooth formula, cusp formula
  1.000   5.0000   0.7222   0.7226   4.0500
  2.000   2.0000   1.4269   1.4451   4.0500
  4.000   0.5882   2.4980   2.8902   4.0500
  5.605   0.3085   2.9760   4.0500   4.0500
 16.000   0.0389   3.6843  11.5610   4.0500
 64.000   0.0024   3.8105  46.2440   4.0500
Phase-space rate / overdamped rate, cusp, E/kT = 8
gamma/omega =    5, g = 0.80: 0.7339; cusp formula/TST = 1.003
gamma/omega =   10, g = 0.40: 0.9020; cusp formula/TST = 0.501
gamma/omega =   20, g = 0.20: 0.9709; cusp formula/TST = 0.251
gamma/omega =   40, g = 0.10: 0.9923; cusp formula/TST = 0.125
same for smooth top, omega_b = omega, gamma/omega = 5: 0.9633
cusp at g = 0.40: E/kT = 5 gives 0.9110, E/kT = 10 gives 0.8990
finished without a failed check
```
